# Polaritons from QED Hartree-Fock linear response, part 2

We seek the absorption peaks of a molecule in a lossless cavity from QED Hartree-Fock (QED-HF) response: which matter energy to tune to, whether $\mathcal B$ may be dropped, and what imaginary roots mean. Units are Gaussian; electrons have charge $-e$, mass $m$. The mode has frequency $\omega$, volume $V$, polarization $\mathbf n$:

$$\lambda=\sqrt{4\pi/V},\qquad \hat D=\lambda\,\mathbf n\cdot\hat{\mathbf d},$$

$$\hat H=\hat H_e+\hbar\omega\,\hat b^\dagger\hat b-\sqrt{\hbar\omega/2}\;\hat D\,(\hat b+\hat b^\dagger)+\tfrac12\hat D^2 .$$

The reference is a determinant (density matrix $P$; $i,j$ occupied, $a,b$ virtual) times a coherent state of amplitude $z_0=D_0/\sqrt{2\hbar\omega}$, $D_0=\langle\hat D\rangle$. With $F_e$ the ordinary Fock matrix,

$$F=F_e+\tfrac12q-dPd ,$$

$$d_{pq}=-e\lambda\langle p|\mathbf n\cdot\mathbf r|q\rangle,\qquad q_{pq}=e^2\lambda^2\langle p|(\mathbf n\cdot\mathbf r)^2|q\rangle .$$

Orbital rotations $\kappa_{ai}$ and photon displacement $\gamma$ form $\xi=(\kappa_{ai},\gamma)$, $Z=(\xi,\xi^*)$. The second-order energy is $E_2=\tfrac12Z^\dagger MZ$, with

$$M=\begin{pmatrix}\mathcal A&\mathcal B\\ \mathcal B^*&\mathcal A^*\end{pmatrix},\qquad \mathcal A=\begin{pmatrix}A&g\\ g^\dagger&\hbar\omega\end{pmatrix},\quad \mathcal B=\begin{pmatrix}B&g\\ g^T&0\end{pmatrix},$$

$$A_{ai,bj}=F_{ab}\delta_{ij}-F_{ji}\delta_{ab}+[ai|jb]-[ab|ji],\qquad B_{ai,bj}=[ai|bj]-[aj|bi],$$

where $g_{ai}=-\sqrt{\hbar\omega/2}\;d_{ai}$, $[pq|rs]=(pq|rs)+d_{pq}d_{rs}$, and $(pq|rs)$ has $p,q$ on electron 1.

**Harmonic electron** (section 2; bare frequency $\omega_0$). Exactly, $\Omega^2\,[1+\chi(\Omega)]=\omega^2$ with $\chi=\omega_p^2/(\omega_0^2-\Omega^2)$, $\omega_p^2=4\pi e^2/(mV)$. For $\omega=0.9\,\omega_0$, $\omega_p^2=0.09\,\omega_0^2$: $\Omega/\omega_0=0.803655,\ 1.119883$. Its QED-HF orbital is an oscillator ground state of frequency $\tilde\omega=\sqrt{\omega_0^2+\omega_p^2}$.

**Response.** A perturbation $f\hat V$ gives $(\hbar\Omega\sigma-M)Z_\Omega=f_\Omega\tilde v$, with $\sigma=\mathrm{diag}(1,-1)$ in blocks and $\tilde v$ the excitation elements of $\hat V$ and their conjugates. Poles solve $MZ=E\sigma Z$, $E=\hbar\Omega$, $Z=(X,Y)$; each has a partner $(Y^*,X^*,-E^*)$. The free flow $S$ of $(\eta,\pi)$, $\xi=(\eta+i\pi)/\sqrt2$, obeys $S^TJS=J$, $J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}$.

If $M>0$ (strict minimum), factoring $M=LL^\dagger$ (the Cholesky argument) proves all $E_n$ real, and

$$Z_m^\dagger\sigma Z_n=s_n\delta_{mn},\qquad s_n=\mathrm{sign}\,E_n ,$$

$$(E\sigma-M)^{-1}=\sum_n\frac{s_nZ_nZ_n^\dagger}{E-E_n}.$$

The matrix $\mathcal Z$ of positive solutions and partners has $\mathcal Z^{-1}=\sigma\mathcal Z^\dagger\sigma$. With $x_n,y_n$ the photon components of $X_n,Y_n$,

$$\sum_{E_n>0}w_n=1,\qquad w_n=|x_n|^2-|y_n|^2 .$$

**Test.** One real amplitude has $M=\begin{pmatrix}A&B\\B&A\end{pmatrix}$, with eigenvalues $A\pm B$, and $\det(E\sigma-M)=-(E^2-A^2)-B^2=0$, so $E=\pm\sqrt{(A+B)(A-B)}$. If one factor is negative the pair is imaginary and the motion grows exponentially. If both are negative $E$ is real although the reference is a maximum; then $Z^\dagger MZ<0$ and the positive root has negative norm. Real roots alone do not prove stability. For H$_2$ in STO-3G stretched to $1.6$ Å ($\lambda=0.05$ atomic units, $\hbar\omega=0.5\,E_h$), where the restricted determinant is unstable to breaking spin symmetry, the lowest eigenvalue of $M$ is $-7.2706$ eV and the spectrum holds the pair $\pm6.5467\,i$ eV. An imaginary root is a statement that the reference is a saddle point.

## 7. Eliminating the photon

Assume real orbitals (no magnetic field or spin-orbit term) and $M>0$. All matrices are real. With $Z_\pm=X\pm Y$, adding and subtracting the halves $\mathcal AX+\mathcal BY=EX$ and $\mathcal BX+\mathcal AY=-EY$ gives

$$(\mathcal A+\mathcal B)Z_+=EZ_-,\qquad(\mathcal A-\mathcal B)Z_-=EZ_+ ,$$

$$\mathcal A-\mathcal B=\begin{pmatrix}A-B&0\\0&\hbar\omega\end{pmatrix},\qquad \mathcal A+\mathcal B=\begin{pmatrix}A+B&2g\\2g^T&\hbar\omega\end{pmatrix}.$$

Let $\mathbf d$ be the vector of $d_{ai}$. The Hartree parts of the self-energy, $d_{ai}d_{jb}$ in $A$ and $d_{ai}d_{bj}$ in $B$, are both $\mathbf d\mathbf d^T$. Split them off:

$$A=A_0+\mathbf d\mathbf d^T,\qquad B=B_0+\mathbf d\mathbf d^T,\qquad A-B=A_0-B_0,\qquad A+B=A_0+B_0+2\mathbf d\mathbf d^T .$$

$A_0,B_0$ keep the QED-HF Fock matrix and the exchange parts of the self-energy, and do not depend on $\omega$.

**Stability.** Inserting $\xi=(\eta+i\pi)/\sqrt2$ in $E_2$ gives $\tfrac12\eta^T(\mathcal A+\mathcal B)\eta+\tfrac12\pi^T(\mathcal A-\mathcal B)\pi$, so $M>0$ needs both positive. Completing the square in the photon coordinate, $\mathcal A+\mathcal B>0$ exactly when $A+B-4gg^T/\hbar\omega>0$. Since $4gg^T/\hbar\omega=2\mathbf d\mathbf d^T$, this is $A_0+B_0$. Thus $M>0$ if and only if $A_0\pm B_0>0$. The bilinear coupling cancels the Hartree self-energy, so the stability condition is the same at every $\omega$. It is stricter than the condition $A+B>0$ found with the photon frozen: a reference can pass that one and still be a saddle point once the photon relaxes. Among spatial rotations this happens for stretched H$_2^+$ at sufficient $\lambda$, where localizing the electron lowers the dipole variance. (The free spin direction of the single electron adds a zero mode to both matrices.)

**Secular equation.** Denote matter parts $X_\pm$, photon parts $x_\pm$, and set $s=\mathbf d^TX_+$, $u=\sqrt{\hbar\omega/2}\,x_+$. The minus equations give $X_-=E(A_0-B_0)^{-1}X_+$ and $x_-=Ex_+/\hbar\omega$. With $2g=-\sqrt{2\hbar\omega}\,\mathbf d$, so that $2gx_+=-2\mathbf d\,u$, the matter row of the plus equation is

$$N(E)X_+=2\mathbf d\,(u-s),\qquad N(E)=A_0+B_0-E^2(A_0-B_0)^{-1}.$$

The photon row, $\hbar\omega x_+-\sqrt{2\hbar\omega}\,s=E^2x_+/\hbar\omega$, times $\hbar\omega\sqrt{\hbar\omega/2}$, is

$$E^2u=(\hbar\omega)^2(u-s).$$

These have the structure of section 2, with $s$ in place of $D$. If $u-s=0$, then $u=0$, $s=0$ and $N(E)X_+=0$: a dark pole, a matter mode with no dipole along $\mathbf n$ and no photon (triplets, wrong symmetry). Otherwise $s=\chi(u-s)$ with $\chi=2\mathbf d^TN^{-1}\mathbf d$, and

$$\Omega^2[1+\chi(\Omega)]=\omega^2 .$$

To resolve $\chi$, let $R=(A_0-B_0)^{1/2}$ and let $R(A_0+B_0)R$ have eigenvalues $\varepsilon_n^2$ and orthonormal vectors $e_n$. Then $N=R^{-1}[R(A_0+B_0)R-E^2]R^{-1}$ and

$$\chi=\sum_n\frac{2(e_n^TR\mathbf d)^2}{\varepsilon_n^2-E^2}=\sum_n\frac{2\varepsilon_nD_n^2}{\varepsilon_n^2-\hbar^2\Omega^2}=\frac{4\pi\alpha_0(\Omega)}{V}.$$

Here $D_n=\mathbf d^TRe_n/\sqrt{\varepsilon_n}$. The vector $Re_n/\sqrt{\varepsilon_n}$ is $X_+$ of the $(A_0,B_0)$ problem, since its partner $X_-=\sqrt{\varepsilon_n}R^{-1}e_n$ gives $X_+^TX_-=1$; so $D_n=\lambda\mu_n$ with $\mu_n$ a transition dipole, and $\alpha_0=\sum2\varepsilon_n\mu_n^2/(\varepsilon_n^2-\hbar^2\Omega^2)$ is a polarizability in cm$^3$. The matter resonances seen by the cavity are the $\varepsilon_n$. If only pole $n$ is kept, the secular equation times $\varepsilon_n^2-E^2$ is a quadratic in $E^2$ with product of roots $(\hbar\omega\varepsilon_n)^2$ and sum $\varepsilon_n^2+2\varepsilon_nD_n^2+(\hbar\omega)^2$, so $(E_+-E_-)^2=(\hbar\omega-\varepsilon_n)^2+2\varepsilon_nD_n^2$, smallest at $\hbar\omega=\varepsilon_n$. If the other poles add a nearly constant $\beta$ to $\chi$, dividing by $1+\beta$ moves this condition to $\hbar\omega/\sqrt{1+\beta}=\varepsilon_n$. The $\varepsilon_n$ are not the poles of $(A,B)$, and since $A_0,B_0$ retain $\lambda$ they need not equal those of the free molecule, although for the harmonic electron below they do.

**Counting roots.** Let $\zeta=E^2$ and $\phi(\zeta)=\zeta(1+\chi)-(\hbar\omega)^2$. Each term $\zeta/(\varepsilon_n^2-\zeta)$ has derivative $\varepsilon_n^2/(\varepsilon_n^2-\zeta)^2>0$, so $\phi$ rises on every interval. It starts at $-(\hbar\omega)^2$, runs to $+\infty$ below each bright pole, restarts from $-\infty$ above it, and grows like $\zeta$ at the end. $N_b$ distinct bright poles give $N_b+1$ roots, interlaced with them. (A degenerate set is rotated so that only one member is bright.)

**Weights.** The norm is $X_+^TX_-+x_+x_-=1$ and $w=x^2-y^2=x_+x_-$. Since $dN/d\zeta=-(A_0-B_0)^{-1}$, $\chi'=d\chi/d\zeta=2\mathbf d^TN^{-1}(A_0-B_0)^{-1}N^{-1}\mathbf d$. With $X_+=2N^{-1}\mathbf d(u-s)$, the matter part is $EX_+^T(A_0-B_0)^{-1}X_+=2E\chi'(u-s)^2$. The photon part is $Ex_+^2/\hbar\omega=2Eu^2/(\hbar\omega)^2$, and $u=(1+\chi)(u-s)$, $(\hbar\omega)^2=E^2(1+\chi)$ turn it into $2(1+\chi)(u-s)^2/E$. The ratio of photon part to total is

$$w=\frac{1+\chi}{1+\chi+\zeta\chi'}=\frac{1+\chi}{\phi'(\zeta)},$$

which lies in $(0,1]$ because $1+\chi=\omega^2/\Omega^2>0$ at a root and $\chi'\ge0$. Also $x_-/x_+=\Omega/\omega$ gives $y/x=(\omega-\Omega)/(\omega+\Omega)$.

**Sum rules.** The $E_n^2$ are the eigenvalues of $(\mathcal A-\mathcal B)(\mathcal A+\mathcal B)$. The determinants are $\hbar\omega\det(A_0-B_0)$ and, by the completed square, $\hbar\omega\det(A_0+B_0)$. The trace is $(\hbar\omega)^2+\mathrm{tr}[R^2(A_0+B_0)]+2\mathbf d^TR^2\mathbf d$. Hence

$$\prod E_n^2=(\hbar\omega)^2\prod\varepsilon_n^2,\qquad \sum E_n^2=(\hbar\omega)^2+\sum\varepsilon_n^2+\sum2\varepsilon_nD_n^2 .$$

**Test: static limit.** For $\hat V=-\hat D$ and constant $f$, $MZ=f(\mathbf d,0,\mathbf d,0)$, so the matter row becomes $N(0)X_+=2\mathbf d(u-s+f)$ and the photon row $u=s$. Then $\delta\langle\hat D\rangle=s=\chi(0)f$. The relaxed photon removes the depolarizing field. If $z$ is frozen ($u=0$) one gets $\chi/(1+\chi)$, which is not the derivative of the QED-HF dipole.

**Test: harmonic electron.** With one electron $j=i$, $B=0$, and in $A$ the term $[ai|ib]$ cancels the exchange term in $F_{ab}$, while $d_{ii}=0$. So $A$ is diagonal with entries $n\hbar\tilde\omega$, and only $n=1$ has a dipole, $d^2=e^2\lambda^2\hbar/2m\tilde\omega=\hbar\omega_p^2/2\tilde\omega$. Then $A_0-B_0=\hbar\tilde\omega$, $A_0+B_0=\hbar\tilde\omega-2d^2$,

$$\varepsilon_1^2=\hbar^2\tilde\omega^2-\hbar^2\omega_p^2=\hbar^2\omega_0^2,\qquad 2\varepsilon_1D_1^2=2\hbar\tilde\omega d^2=\hbar^2\omega_p^2 ,$$

and $\chi=\omega_p^2/(\omega_0^2-\Omega^2)$, the exact result. The numerical response poles are $0.803655$ and $1.119883$. The reason is Ehrenfest's theorem: the mean values of $x$, $p$, $\hat b$ obey closed linear equations in the exact and the product dynamics alike.

**Dropping $\mathcal B$.** For this oscillator the rotating-wave matrix is $\begin{pmatrix}\hbar\tilde\omega&g\\g&\hbar\omega\end{pmatrix}$ with $g^2=\hbar^2\omega\omega_p^2/4\tilde\omega$. Its diagonal elements cross at $\tilde\omega$, where photon and matter mix equally. The smallest splitting is elsewhere, because $g$ grows with $\omega$: the squared splitting $\hbar^2[(\tilde\omega-\omega)^2+\omega\omega_p^2/\tilde\omega]$ is least at $\omega=\tilde\omega-\omega_p^2/2\tilde\omega$, which differs from $\omega_0$ only at order $\lambda^4$. Equal mixing and smallest splitting are therefore different tuning conditions, and they stay different when $\mathcal B$ is kept. With the diagonal matrix $(\mathcal A-\mathcal B)^{1/2}$ on both sides of $\mathcal A+\mathcal B$, the full problem is a symmetric $2\times2$ matrix with eigenvalues $E^2$ and diagonal elements $\hbar^2\tilde\omega^2$ and $\hbar^2\omega^2$, and $w=x_+x_-$ is the squared photon component of its unit eigenvector. So the exact weights are equal at $\omega=\tilde\omega$, while the exact splitting is smallest at $\omega=\omega_0$. For $\omega\ll\tilde\omega$ the lower root of the rotating-wave matrix is $\hbar\omega-g^2/\hbar\tilde\omega=\hbar\omega(1-\omega_p^2/4\tilde\omega^2)$. The exact root is $\omega/\sqrt{1+\chi(0)}=\omega\omega_0/\tilde\omega\approx\omega(1-\omega_p^2/2\tilde\omega^2)$. Half of the refractive shift is lost. For this oscillator, where the matter block $B$ vanishes, the error is of second order in $\lambda$, while the resonant splitting is of first order. For a molecule the matter block $B$ is not zero, and dropping it as well shifts the excitation energies and transition dipoles already at $\lambda=0$ (the Tamm-Dancoff error).

**One bright pole at resonance.** With $\hbar\omega=\varepsilon_1$ and $\Delta^2=2\varepsilon_1D_1^2$, the secular equation times $(\varepsilon_1^2-\zeta)$ is $\zeta\Delta^2=(\zeta-\varepsilon_1^2)^2$. The product of roots is $\varepsilon_1^4$ and the sum $2\varepsilon_1^2+\Delta^2$, so $E_+E_-=\varepsilon_1^2$, $(E_+-E_-)^2=\Delta^2$, and

$$E_\pm=\sqrt{\varepsilon_1^2+\Delta^2/4}\pm\Delta/2,\qquad \Delta=\sqrt{2\varepsilon_1}\,|D_1| .$$

The same equation says $\zeta\chi'=\zeta\Delta^2/(\varepsilon_1^2-\zeta)^2=1$, so $\phi'=1+E_+E_-/E^2$ and $w_\mp=E_\pm/(E_++E_-)$.

## 8. Origin of coordinates

Moving the origin by $a\,\mathbf n$ sends $d\to d+\delta$ and $q\to q+2\delta d+\delta^2$, with $\delta=e\lambda a$ times the unit matrix. Then

$$\Delta F=\delta\,d+\tfrac12\delta^2-\delta(Pd+dP)-\delta^2P .$$

$P$ projects on the occupied space. The $ai$ block changes by $\delta d_{ai}-\delta d_{ai}=0$, so the determinant stays stationary. The other blocks change: $\Delta F_{ab}=\delta d_{ab}+\tfrac12\delta^2\delta_{ab}$ and $\Delta F_{ij}=-\delta d_{ij}-\tfrac12\delta^2\delta_{ij}$. In $A$ these contribute $\delta d_{ab}\delta_{ij}+\delta d_{ji}\delta_{ab}+\delta^2\delta_{ab}\delta_{ij}$, and the exchange term $-d_{ab}d_{ji}$ changes by exactly the negative of that. $B$ and $g$ contain only $d_{ai}$, which is unchanged. So $M$ and all poles are invariant, for ions too, while the orbital energies of this $F$ are not. An orbital gap is no guide for tuning.

## 9. Worked example: water in a 1 nm³ cavity

Chosen inputs: H$_2$O, bond length $0.9572$ Å, angle $104.52^\circ$, basis 6-31G, $\mathbf n$ along the twofold axis, origin at oxygen, $V=1.0\times10^{-21}$ cm$^3$, a very small volume chosen to make the effects plain. There are $160$ spin-orbital rotations and one photon amplitude, so $M$ has dimension $2\times161=322$.

**Reference.** $\lambda=\sqrt{4\pi/10^{-21}}=1.12100\times10^{11}$ cm$^{-3/2}$ ($0.043153$ in atomic units). The energy rises from $-75.983997$ to $-75.980214\,E_h$, by $0.1030$ eV, the cost of the dipole variance. The lowest eigenvalue of $M$ is $7.7936$ eV, so the reference is a minimum and sections 6 and 7 apply.

**Tuning.** The $(A_0,B_0)$ problem has $16$ bright poles. The lowest is $\varepsilon_1=11.8610$ eV with $\mu_1=1.5804$ D, the next $\varepsilon_2=19.1472$ eV. Set $\hbar\omega=\varepsilon_1$, $\omega=1.8020\times10^{16}$ s$^{-1}$. The vacuum field is $3.4555\times10^5$ statV/cm, so

$$\sqrt{\hbar\omega/2}=\frac{3.4555\times10^5}{1.12100\times10^{11}}=3.0825\times10^{-6}\ {\rm erg}^{1/2},\qquad\sqrt{2\hbar\omega}=6.1650\times10^{-6}\ {\rm erg}^{1/2}.$$

With the dipole $2.6365$ D $=2.6365\times10^{-18}$ statC cm, $D_0=2.9555\times10^{-7}$ erg$^{1/2}$ and $z_0=2.9555\times10^{-7}/6.1650\times10^{-6}=0.04794$. The HOMO-LUMO gap is $19.2553$ eV with the origin at oxygen and $19.4991$ eV after a shift of $3$ bohr, while no pole moves by more than $1.6\times10^{-13}\,E_h$.

**One-pole estimate.** $D_1=\lambda\mu_1=1.7717\times10^{-7}$ erg$^{1/2}$. Since $\varepsilon_1=\tfrac12(\sqrt{2\varepsilon_1})^2$, $\Delta/\varepsilon_1=2D_1/\sqrt{2\varepsilon_1}=3.5434\times10^{-7}/6.1650\times10^{-6}=0.05748$, and $\Delta=0.6817$ eV. Then $\sqrt{140.683+0.116}=11.8659$ eV, giving $E_-=11.5250$ and $E_+=12.2067$ eV, with weights $12.2067/23.7317=0.514$ and $0.486$.

**Full result.** The lower polariton lies at $11.5057$ eV and the upper at $12.1852$ eV, split by $0.6795$ eV. The secular equation is met: $(11.8610/11.5057)^2=1.0627$ and $(11.8610/12.1852)^2=0.9475$, against $1+\chi=1.06271$ and $0.94750$. The weights are $0.54282-0.00013=0.5427$ and $0.45418-0.00008=0.4541$; all other poles share $0.00320$. The small $y^2$ follow from $y/x=0.3553/23.3667=0.0152$ and $-0.3242/24.0462=-0.0135$.

Both roots lie below the one-pole values, by $0.0193$ and $0.0215$ eV, and the weights are more uneven, although the cavity is tuned exactly to $\varepsilon_1$. The cause is the background of the other bright poles, $\beta=0.00692$ at $\varepsilon_1$. Adding $\zeta\beta$ to $\phi$ moves a root by $\delta\zeta=-\zeta\beta/\phi'$, so $\delta E=-E\beta/2\phi'=-\beta E_\pm^2/[2(E_++E_-)]$ with the one-pole $\phi'$. This gives $-0.00692\times132.83/47.46=-0.0194$ eV and $-0.00692\times149.00/47.46=-0.0217$ eV, close to what is found. The background acts as a refractive index that lowers the photon by about $\tfrac12\beta\hbar\omega=0.041$ eV; the lower branch is then more photonic. The one-pole model gets the splitting to a third of a percent and the peak positions to about $0.02$ eV.

**Static limit.** $\chi(0)=0.008152$ from the pole sum and from finite-field QED-HF; $\alpha_0=\chi(0)V/4\pi=6.487\times10^{-25}$ cm$^3$.

**Time domain.** Displace the photon by a small real $k$. Expanding $Z(0)$ with $\mathcal Z^{-1}$, and using $(y,x)$ with $s=-1$ for the partners,

$$\gamma(t)/k=\sum_{E_n>0}(x_n-y_n)\big(x_ne^{-i\Omega_nt}+y_ne^{i\Omega_nt}\big),$$

which is $\sum w_n=1$ at $t=0$. The two polaritons are out of phase at $T=\pi/(\Omega_+-\Omega_-)$. With $\hbar=11.8610\ {\rm eV}/1.8020\times10^{16}\,{\rm s}^{-1}=0.6582$ eV fs, $T=\pi\times0.6582/0.6795=3.043$ fs. There $|\gamma/k|^2=0.00739$: the mode is nearly but not fully emptied. The rotating amplitudes $x^2(1-y/x)$ are $0.5346$ and $0.4603$ and leave $0.074$; the counter-rotating ones, $+0.008$ and $-0.006$, add up at $T$ to $0.014$ with a rapidly varying phase. The value $\sqrt{0.00739}=0.086$ lies within $0.074\pm0.014$; the other poles, of total weight $0.00320$, add a further term that this estimate leaves out.

## 10. Where the result stops

The poles are those of a mean-field dynamics linearized about a product state. The vector space holds single excitations and one photon amplitude, so two-photon states, double excitations and overtones are absent or wrong. The harmonic electron shows this: its remaining response poles sit at $n\hbar\tilde\omega$, $n\ge2$, whereas the exact levels are sums of $\hbar\Omega_\pm$. The reference is not exact there either. Exact zero-point motion involves $\Omega_++\Omega_-$, with square $\tilde\omega^2+\omega^2+2\omega\omega_0$, below the product-state $(\tilde\omega+\omega)^2$; the missing piece is electron-photon correlation. For a molecule, $\varepsilon_n$ and $\mu_n$ carry the errors of time-dependent Hartree-Fock and of the basis, so the water numbers illustrate the structure and are not spectroscopic predictions.

The pairing and the symplectic flow need only a stationary reference. The proof that all poles are real, with norms of the same sign as $E$, needs $M>0$ (real poles alone can also occur without it); at a zero eigenvalue of $M$, from a broken continuous symmetry or the onset of an instability, a pair meets at $E=0$ and the Cholesky argument fails. The reduction of section 7 was made for real orbitals. Cavity loss makes the photon energy complex and removes the $E\to E^*$ symmetry. The weights $w_n$ refer to the length-gauge $\hat b$ and change under a change of gauge.

The numerical check below tests these steps by independent routes. It compares $\mathcal A$, $\mathcal B$, the energy, the gradient and the curvature with explicit Fock-space matrices for H$_3^+$; verifies $S^TJS=J$ for H$_3^+$ and the paired spectrum for H$_3^+$, water and the unstable H$_2$ case; and diagonalizes the oscillator exactly. For water it compares the eigenvalues of $\sigma M$ with the secular roots and the weight formula of the two polaritons, the resolvent and both sum rules, repeats the calculation at a shifted origin, and differentiates the self-consistent dipole in a finite field. It also integrates the nonlinear equations $i\hbar\dot P=[F(P,z),P]$ and $i\hbar\dot z=\hbar\omega z-\sqrt{\hbar\omega/2}\,\langle\hat D\rangle$ in the unshifted frame, with $F(P,z)=F_e+\tfrac12q-dPd+[\langle\hat D\rangle-\sqrt{\hbar\omega/2}\,(z+z^*)]\,d$, after kicks of $\pm0.0002$; over the interval up to $T$ the odd part of $\gamma(t)/k$ differs from the mode sum by at most $5.3\times10^{-8}$.

## Values computed for the example and the checks

```
H3+ STO-3G (z=0,0.9,1.9 A), lambda=0.1 au, hw=0.5 Eh: z0 = 0.19523
H3+ max|formula - commutator| = 3.3e-16 Eh
H3+ curvature FD 0.997325, Z^+MZ 0.997325 Eh
H2 R=1.6 A, lambda=0.05 au, hw=0.5 Eh: min eig M = -7.2706 eV
H2 imaginary pair hOmega = +-6.5467 i eV
oscillator w/w0=0.9, 4pi e^2/(m V w0^2)=0.09
oscillator Omega/w0 response 0.803655 1.119883, exact 0.803655 1.119883
H2O 6-31G: r = 0.9572 A, angle = 104.52 deg, V = 1.0e-21 cm^3
dimension of M = 322, spin-orbital rotations = 160
lambda = 1.12100e+11 cm^-3/2 = 0.043153 au
E(HF) = -75.983997 Eh, E(QED-HF) = -75.980214 Eh
E(QED-HF) - E(HF) = 0.1030 eV
<d_z> = 2.6365 D, z0 = 0.04794
min eig M = 7.7936 eV
lowest bright eps_1 = hbar omega = 11.8610 eV, omega = 1.8020e+16 1/s
next bright eps_2 = 19.1472 eV, bright poles = 16
mu_1 = 1.5804 D, D_1 = 1.7717e-07 erg^1/2
vacuum field sqrt(2 pi hw/V) = 3.4555e+05 statV/cm
LP: hOmega = 11.5057 eV, secular root 11.5057 eV, eps(Omega) = 1.06271
LP: x^2 = 0.54282, y^2 = 0.00013, photon weight = 0.54270
UP: hOmega = 12.1852 eV, secular root 12.1852 eV, eps(Omega) = 0.94750
UP: x^2 = 0.45418, y^2 = 0.00008, photon weight = 0.45410
photon weight in all other poles = 0.00320
splitting = 0.6795 eV, one-pole sqrt(2 eps_1) D_1 = 0.6817 eV
one-pole LP = 11.5250 eV, UP = 12.2067 eV
background 4 pi alpha/V of other poles at eps_1 = 0.00692
static 4 pi alpha0/V: response 0.008152, finite field 0.008152
static alpha0_zz = 6.4874e-25 cm^3
HOMO-LUMO gap: origin at O 19.2553 eV, shifted 3 bohr 19.4991 eV
max pole change under origin shift = 1.6e-13 Eh
transfer time pi/(Omega+ - Omega-) = 3.0432 fs, kick k = 0.0002
|gamma(T)/k|^2: real time 0.00739, response 0.00739
max |gamma_rt - gamma_lr|/k = 5.3e-08
```
